# Dielectric attenuation of a TEM line embedded in a k = 2.5 film

## Problem

A transmission line consists of a wire inside a closed metal shield. The space between them is filled with a uniform, non-magnetic insulator of relative permittivity $k=2.5$ and loss tangent $t=0.01$, both taken at the working frequency $f=10$ GHz.

(a) With ideal conductors, how many decibels per centimetre does a TEM wave lose, and does the answer depend on the shape of the cross-section?

(b) The wire and the shield are square and concentric, the shield being three times as wide as the wire. The insulator is kept beside the wire but replaced by air in the layers above and below it, over the full width of the shield. What is the loss now?

(c) The line of part (a) is made of copper, with a wire 2 µm wide in a shield 6 µm wide inside. How does the dielectric loss compare with the loss in the metal?

## Solution to (a): the uniformly filled line

**The loss tangent as a conductance.** Let fields vary as $e^{j\omega T}$, where $T$ is time and $\omega=2\pi f$. A lossy insulator then has the complex relative permittivity $k(1-jt)$. The total current density, displacement and loss current together, is

$$
j\omega\varepsilon_0k(1-jt)E=j\omega\varepsilon_0k\,E+\omega\varepsilon_0kt\,E .
$$

The second term is in phase with the field and therefore dissipates power. It includes every loss in the insulator, from lagging dipoles as well as from leakage.

Let $C$ be the capacitance per length without loss. A uniform filling does not alter the pattern of the transverse field, so the complex permittivity multiplies the whole capacitance. The shunt admittance per length is

$$
Y=j\omega C(1-jt)=G+j\omega C,\qquad G=\omega Ct .
$$

**Why the shape drops out.** Let $\mathbf e$ be the transverse electric field, per volt, between the conductors. It has no curl and no divergence in the insulator, and it is normal to the metal. Call its flux out of the wire, per unit length, $s=\oint\mathbf e\cdot\mathbf n\,dl$. This is a pure number fixed by the shape. By Gauss's law the charge per length and per volt is

$$
C=\varepsilon_0k\,s .
$$

For a current $I$ along the axis $\hat{\mathbf z}$, consider the magnetic field

$$
\mathbf H=\frac{I}{s}\,\hat{\mathbf z}\times\mathbf e .
$$

Turning $\mathbf e$ by a right angle exchanges curl and divergence, so $\mathbf H$ also has neither in the insulator. It is tangential to the metal, as an ideal conductor requires. Its circulation around the wire is $(I/s)\,s=I$. It is therefore the field of the current $I$.

The magnetic flux per length crossing a path from wire to shield is $\mu_0(I/s)\int\mathbf e\cdot d\mathbf l=\mu_0I/s$, because the integral of $\mathbf e$ is one by definition. This flux equals $LI$, so

$$
L=\frac{\mu_0}{s},\qquad LC=\mu_0\varepsilon_0k=\frac{k}{c^2}.
$$

The shape number $s$ sets the impedance $\sqrt{L/C}$ but cancels from the product $LC$.

**The propagation constant.** The line equations are

$$
\frac{dV}{dz}=-j\omega L\,I,\qquad \frac{dI}{dz}=-(G+j\omega C)V .
$$

Differentiating the first and inserting the second gives $d^2V/dz^2=\gamma^2V$, with

$$
\gamma^2=j\omega L\,(G+j\omega C)=(j\omega)^2LC(1-jt)=-\frac{\omega^2k}{c^2}(1-jt).
$$

A wave travelling towards positive $z$ varies as $e^{-\gamma z}$ and must decay, so the root with positive real part is needed:

$$
\gamma=\frac{j\omega\sqrt k}{c}\sqrt{1-jt}.
$$

For small $t$, the series $\sqrt{1+x}=1+x/2-x^2/8+x^3/16-\dots$ with $x=-jt$, $x^2=-t^2$ and $x^3=jt^3$ gives

$$
j\sqrt{1-jt}=\frac t2-\frac{t^3}{16}+j\left(1+\frac{t^2}{8}\right)+\dots
$$

The real part of $\gamma$ is the amplitude attenuation:

$$
\alpha_d=\frac{\omega\sqrt k}{2c}\,t\left(1-\frac{t^2}{8}+\dots\right)\approx\frac{\pi f\sqrt k\,t}{c}.
$$

For $t=0.01$ the last form is too large by a fraction $t^2/8=1.25\times10^{-5}$ of the full value, which is negligible here.

**Numbers.** With $\sqrt{2.5}=1.5811$,

$$
\alpha_d=\frac{\pi\,(10^{10}\ \mathrm{s^{-1}})(1.5811)(0.01)}{2.998\times10^8\ \mathrm{m/s}}=1.657\ \mathrm{Np/m}.
$$

Power varies as $e^{-2\alpha_dz}$. Its fall in decibels is $10\log_{10}e^{2\alpha_dz}=(20/\ln10)\,\alpha_dz$, so one neper is 8.686 dB. Hence

$$
\alpha_d=1.657\times8.686\ \mathrm{dB/m}=14.4\ \mathrm{dB/m}=0.144\ \mathrm{dB/cm}.
$$

The wave loses $1-e^{-2(1.657)(0.01)}=3.3\,\%$ of its power in 1 cm, and half of it in $\ln2/(2\alpha_d)=21$ cm. The wavelength in the insulator is $\lambda=c/(f\sqrt k)=1.90$ cm, so the result can also be written $\alpha_d=\pi t/\lambda$: the amplitude falls by the fraction $\pi t$, about 3 %, in each wavelength.

**A numerical check of the shape argument.** The electric and magnetic fields were computed separately on a grid for two square lines, with shields two and three times as wide as the wire. Their impedances differ widely, 23.3 and 38.3 Ω, but $LCc^2/k$ is 1.0014 and 1.0010. The small excess over one is a grid error; it falls by more than half when the grid is refined from 20 to 50 cells per half-width of the wire. A ladder of 4000 lumped sections, built from these values of $L$, $C$ and $G$ and ended in a resistor $\sqrt{L/C}$, loses 0.1440 dB over 1 cm for either shape.

**Dependence on frequency.** The formula is proportional to $f$ if $t$ is constant, but the loss mechanism may make $t$ vary:

- If leakage with conductivity $\sigma$ is the sole loss, $t=\sigma/(\omega\varepsilon_0k)$. Then $\alpha_d=\sigma/(2c\varepsilon_0\sqrt k)$, which does not depend on frequency if $\sigma$ and $k$ do not, as long as $t\ll1$. Towards low frequency this $t$ grows as $1/f$, and the low-loss formula eventually fails.
- If dipoles relax with a single time $\tau$ and contribute $\Delta k$ to the static permittivity, the loss part of the permittivity is $\Delta k\,\omega\tau/(1+\omega^2\tau^2)$. Well below the relaxation frequency, $t\approx\Delta k\,\omega\tau/k$, and $\alpha_d$ grows as $f^2$.

A loss tangent measured at 1 MHz therefore cannot simply be carried over to 10 GHz.

**The opposite limit.** For $t\gg1$, $\sqrt{1-jt}\approx\sqrt{-jt}=\sqrt{t/2}\,(1-j)$. Multiplying by $j$ gives the real part $\sqrt{t/2}$, so $\alpha\approx(\omega\sqrt k/c)\sqrt{t/2}$. The attenuation then grows as the square root of $t$, and the low-loss formula would overestimate it.

## Solution to (b): partly filled with air

With two insulators the wave is no longer strictly TEM. The cross-section is taken to be far smaller than the wavelength, as it is for the micrometre-sized line of part (c), so the static capacitance still describes the line well. The inductance stays at $\mu_0/s$, since neither insulator is magnetic. The capacitance becomes $\varepsilon_0k_{\rm eff}s$, where $k_{\rm eff}$ lies between 1 and $k$.

At one volt the field energy is $C/2$. With $\phi$ the potential, this means

$$
k_{\rm eff}\,s=k\int_{\rm film}|\nabla\phi|^2dA+\int_{\rm air}|\nabla\phi|^2dA .
$$

The true potential makes the right-hand side a minimum at fixed voltage. A small change of $k$ alters $\phi$ slightly, but at a minimum this has no first-order effect on the energy. The derivative therefore comes from the explicit factor $k$ alone:

$$
q\equiv\frac{dk_{\rm eff}}{dk}=\frac1s\int_{\rm film}|\nabla\phi|^2dA .
$$

Comparison with the previous equation shows that $p=qk/k_{\rm eff}$ is the fraction of the electric energy stored in the film.

Replacing $k$ by $k-jkt$ changes $k_{\rm eff}$ to $k_{\rm eff}-jqkt$, to first order in $t$. The steps of part (a) then apply with $k_{\rm eff}$ for $k$ and $qkt/k_{\rm eff}=pt$ for $t$:

$$
\alpha=\frac{\omega}{2c}\sqrt{k_{\rm eff}}\;p\,t=\alpha_d\sqrt{\frac{k_{\rm eff}}{k}}\;p .
$$

The field solution for the stated geometry, on a grid of 30 cells per half-width of the wire, gives $k_{\rm eff}=1.503$ and $q=0.329$; finer grids raise $k_{\rm eff}$ and $p$ by about one unit in the last digit without changing the final loss. Thus $p=0.329\times2.5/1.503=0.547$, and

$$
\alpha=0.1439\times\sqrt{\frac{1.503}{2.5}}\times0.547\ \mathrm{dB/cm}=0.061\ \mathrm{dB/cm}.
$$

A separate field solution with the complex permittivity gives the same 0.0611 dB/cm. The loss falls for two reasons: the wave is faster, which gives the factor 0.775, and just over half of the electric energy lies in the lossy material. Since neither factor can exceed one, air in place of part of this film cannot raise the dielectric loss of an ideal-metal line above the fully embedded value.

## Solution to (c): copper conductors

**Series impedance.** Take a rough room-temperature resistivity $\rho=2.0$ µΩ cm. The skin depth is $\delta=\sqrt{2\rho/(\omega\mu_0)}=0.71$ µm, not small compared with the wire, so the current fills much of the copper unevenly.

The square wire is replaced by a round one of equal area, with radius $a=2/\sqrt\pi=1.13$ µm. Inside it the axial field obeys $E''+E'/r=(j\omega\mu_0/\rho)E$. The solution finite at the centre is $J_0(\kappa r)$, with $\kappa=(1-j)/\delta$. Integrating the current density $E/\rho$ over the area, with $\int_0^aJ_0(\kappa r)\,r\,dr=aJ_1(\kappa a)/\kappa$, and dividing the surface field by this current gives

$$
Z_w=\frac{\kappa\rho}{2\pi a}\,\frac{J_0(\kappa a)}{J_1(\kappa a)} .
$$

This amounts to a resistance of 56.0 Ω/cm and an internal inductance of 47.0 nH/m.

The shield is taken as many skin depths thick. The field in it decays as $e^{-(1+j)x/\delta}$, which gives a surface impedance $(1+j)\rho/\delta$. With the current spread evenly over the inner perimeter of 24 µm, its resistance is 11.7 Ω/cm and its reactance is the same. An uneven current would raise the resistance, so this part is an estimate.

**Separating the two losses.** Let $Z=R+jX$ be the total series impedance, including $j\omega L$ with the grid value $L=202.3$ nH/m (conformal mapping gives 202.2 nH/m). Define $Z_c=\sqrt{Z/(j\omega C)}$. For small $G$,

$$
\gamma=\sqrt{Z(j\omega C+G)}\approx\sqrt{Zj\omega C}\left(1+\frac{G}{2j\omega C}\right)=j\omega C\,Z_c+\frac G2Z_c .
$$

The real part of the last term is the attenuation added by the lossy insulator, called the dielectric part below. It is not exactly the heat produced there. With $V=Z_cI$, the shunt heat per length is $G|Z_c|^2|I|^2/2$ and the power carried is $|I|^2\,\mathrm{Re}Z_c/2$, so this heat alone corresponds to an attenuation $G|Z_c|^2/(2\,\mathrm{Re}Z_c)$, about 4 % more than the dielectric part in this example. For the first term, $Z_c^2=(X-jR)/(\omega C)$, whose imaginary part gives $2\,\mathrm{Re}Z_c\,\mathrm{Im}Z_c=-R/(\omega C)$. The conductor contribution is $-\omega C\,\mathrm{Im}Z_c$, and so

$$
\alpha\approx\frac{R}{2\,\mathrm{Re}Z_c}+\frac{G\,\mathrm{Re}Z_c}{2}.
$$

With $R=67.7$ Ω/cm, $\mathrm{Re}Z_c=45.0$ Ω and $G=0.0865$ S/m,

$$
\frac{67.7}{2(45.0)}\times8.686=6.5\ \mathrm{dB/cm},\qquad
\frac{0.0865\times45.0}{2}\times\frac{8.686}{100}=0.169\ \mathrm{dB/cm}.
$$

For this wire the metal loses roughly 40 times as much as the insulator. The round wire and the evenly loaded shield leave both losses about 2 % low: the eddy-current field of the actual square cross-section has a shield resistance of 13.1 Ω/cm and about 75 nH/m of added inductance, which gives 6.6 dB/cm in the metal, a dielectric part of 0.172 dB/cm (19 % above the ideal-metal value) and a total of 6.8 dB/cm. A shield thinner than a skin depth loses more; at 0.5 µm the total is about 7.4 dB/cm.

With these approximations for the wire and the shield, the dielectric part itself comes out 17 % above the ideal-metal value. The field inside the wire and shield adds $47.0+18.6=65.6$ nH/m to the external 202.3 nH/m, which raises the impedance by a factor $\sqrt{267.9/202.3}=1.15$. The resistance supplies the remaining 2 %. A higher impedance means more voltage for the same power, and hence more shunt loss.

## Cases compared

All rows have $f=10$ GHz and $k=2.5$ in the film, with $t=0.01$ except in the row marked $t=0$. The last two use the 2 µm wire, a thick shield and the approximations of part (c), which leave them about 2 % low.

| Case | Dielectric part (dB/cm) | Total (dB/cm) |
|---|---:|---:|
| Ideal metal, fully embedded | 0.144 | 0.144 |
| Ideal metal, air above and below | 0.061 | 0.061 |
| Copper, no dielectric loss ($t=0$) | 0 | 6.5 |
| Copper, fully embedded | 0.169 | 6.7 |

## Reading the result for real interconnects

A permittivity of 2.5 is roughly that of a porous organosilicate interlayer film. The loss tangent of 0.01 is a value assumed for this example; for a real film it should be measured near the working frequency. At fixed $k$ and $f$, halving it halves the dielectric loss. The closed square shield idealizes a thick upper-level wire between grounded metal; real stacks are more open and contain barrier and cap layers with other permittivities, so the energy fractions of part (b) then matter. The assumption of ideal metal fails badly at this size: in this example, putting copper in its place moves the total from 0.144 to nearly 7 dB/cm. The value 0.144 dB/cm is thus the loss of an ideal-metal line, not that of a micrometre-sized copper line, in which the insulator adds about 0.17 dB/cm to a much larger conductor loss.

If all transverse dimensions are enlarged together until they far exceed the skin depth, $R$ falls inversely with size while the impedance tends to its ideal value. The conductor loss then shrinks and the dielectric loss tends to 0.144 dB/cm, so the insulator matters more in large lines. The enlargement must stop well before higher modes can travel. A rough estimate of their onset puts one wavelength around the mean perimeter, 16 µm here, which gives about 12 THz, far above 10 GHz. The values used here are listed in the numerical output.

## Table of computed values

```
Frequency: 10.0 GHz
Relative permittivity k: 2.50
Loss tangent t: 0.010
Square root of k: 1.5811
Speed of light: 2.997925e+08 m/s
Wavelength in dielectric: 1.896 cm
Decibels per neper: 8.6859 dB
Dielectric attenuation: 1.6569 Np/m
Dielectric attenuation: 0.1439 dB/cm
Power lost in 1 cm: 3.26 %
Length for half power: 20.9 cm
Low-loss formula, relative excess: 1.25e-05
Shield/wire width 2: lossless impedance 23.3 ohm
Shield/wire width 2: LC c^2/k = 1.0014
Shield/wire width 2: ladder loss 0.1440 dB/cm
Shield/wire width 3: lossless impedance 38.3 ohm
Shield/wire width 3: LC c^2/k = 1.0010
Shield/wire width 3: ladder loss 0.1440 dB/cm
Partly air-filled: effective permittivity 1.503
Partly air-filled: share q = 0.329
Partly air-filled: field solution 0.0611 dB/cm
Partly air-filled: formula 0.0611 dB/cm
Wire width: 2.0 um
Shield inner width: 6.0 um
Copper resistivity (rough): 2.0 uOhm cm
Skin depth: 0.712 um
External inductance L: 202.3 nH/m
Capacitance C: 137.7 pF/m
Conductance G: 0.0865 S/m
Wire resistance at 10 GHz: 56.0 ohm/cm
Shield resistance (estimate): 11.7 ohm/cm
Wire internal inductance: 47.0 nH/m
Real part of Z_c with copper: 45.0 ohm
Conductor loss alone: 6.53 dB/cm
Dielectric part with copper: 0.1690 dB/cm
Change of dielectric part: 17.4 %
Total loss with copper: 6.70 dB/cm
Conductor/dielectric loss ratio: 39
Higher-mode onset (rough): 12 THz
```
